\section*{Splitting of the lowest level at the fcc point U}

\section{Problem}

An fcc crystal has cubic lattice constant $a$ and one atom per primitive cell. Its valence electrons move in a weak local potential with the full cubic symmetry about each atom,
\begin{equation}
V(\mathbf r)=\sum_{\mathbf G}V_{\mathbf G}\,e^{i\mathbf G\cdot\mathbf r},
\end{equation}
with the origin on an atom. The energy zero is chosen so that $V_{000}=0$, and only the coefficients of the types $V_{111}$ and $V_{200}$ are kept. Wave vectors are written in units of $2\pi/a$, so that the zone-boundary point U is $(1,\tfrac14,\tfrac14)$.

(a) Find the energies into which the lowest free-electron level at U splits, to first order in the potential.

(b) Find the states and the order of the levels.

(c) Evaluate the result for $a=0.405$ nm, $V_{111}=0.25$ eV, $V_{200}=0.75$ eV, and estimate what the three-wave treatment leaves out.

(d) Decide whether the result survives when the crystal has no inversion centre.

\section{A tempting solution that is wrong}

The point U lies on two Bragg planes, those of $\mathbf G=(2,0,0)$ and $\mathbf G=(1,1,1)$. The electron with wave vector $\mathbf q_1=(1,\tfrac14,\tfrac14)$ is therefore scattered into two waves of the same kinetic energy,
\begin{equation}
\mathbf q_2=(-1,\tfrac14,\tfrac14),\qquad
\mathbf q_3=(0,-\tfrac34,-\tfrac34).
\end{equation}
The first process has amplitude $V_{200}$, the second $V_{111}$. With energies measured from the unperturbed level, one writes
\begin{equation}
H_{\rm wrong}=\begin{pmatrix}0&V_{200}&V_{111}\\V_{200}&0&0\\V_{111}&0&0\end{pmatrix}.
\end{equation}
Its characteristic equation is $s\,(s^2-V_{200}^2-V_{111}^2)=0$, so the shifts would be
\begin{equation}
s=0,\qquad s=\pm\sqrt{V_{200}^2+V_{111}^2}.
\label{wrong}
\end{equation}
The shifts add up to zero, as they must for a matrix without diagonal elements, and for $V_{111}=0$ they reduce to the two-wave result $\pm V_{200}$ with one wave left alone. Neither check reveals the error.

\section{Where the fault lies}

The matrix treats $\mathbf q_1$ as the incident wave and the other two as final states that do not see each other. A stationary state has no incident wave: every pair of plane waves is coupled if their difference is a reciprocal lattice vector. Here
\begin{equation}
\mathbf q_2-\mathbf q_3=(-1,1,1),
\end{equation}
which belongs to the $\{111\}$ family. The missing element is as large as one that was kept.

Symmetry shows the same fault. The mirror $x\to-x$ exchanges $\mathbf q_1$ and $\mathbf q_2$ and leaves $\mathbf q_3$ unchanged. The potential is invariant under this mirror, so $\mathbf q_1$ and $\mathbf q_2$ must couple to $\mathbf q_3$ equally strongly. In $H_{\rm wrong}$ one couples and the other does not.

\section{Solution}

\subsection{Which waves belong to the level}

A Bloch state at U contains the waves $\mathbf q=\mathbf U-\mathbf G$ with $\mathbf G=(h,k,l)$, where $h,k,l$ are all even or all odd. Their kinetic energies are proportional to
\begin{equation}
q^2=(1-h)^2+(\tfrac14-k)^2+(\tfrac14-l)^2 .
\end{equation}

For even indices $1-h$ is odd, so the first term is at least 1, reached at $h=0$ and $h=2$. The other terms are smallest at $k=l=0$, each $\tfrac1{16}$. The minimum is $1+\tfrac18=\tfrac98$, for $\mathbf G=(0,0,0)$ and $(2,0,0)$. The next even choice changes $k$ or $l$ to 2 and gives $1+\tfrac{49}{16}+\tfrac1{16}=\tfrac{33}8$.

For odd indices the first term vanishes at $h=1$, and the others are smallest at $k=l=1$, each $\tfrac9{16}$. The minimum is again $\tfrac98$, for $\mathbf G=(1,1,1)$. The next choice has $k=-1$ or $l=-1$ and gives $\tfrac9{16}+\tfrac{25}{16}=\tfrac{17}8$.

The lowest level thus contains three waves, $\mathbf q_1,\mathbf q_2,\mathbf q_3$. With the energy unit
\begin{equation}
\varepsilon=\frac{\hbar^2}{2m}\left(\frac{2\pi}{a}\right)^2
\end{equation}
it lies at $E_0=\tfrac98\varepsilon$, and the next level is higher by $\varepsilon$. First-order theory requires $|V_{111}|,|V_{200}|\ll\varepsilon$.

\subsection{The matrix}

The element of the potential between normalized plane waves is
\begin{equation}
\langle\mathbf q_i|V|\mathbf q_j\rangle
=\frac1\Omega\int_\Omega e^{-i(\mathbf q_i-\mathbf q_j)\cdot\mathbf r}\,V(\mathbf r)\,d^3r
=V_{\mathbf q_i-\mathbf q_j}.
\end{equation}
A real potential has $V_{-\mathbf G}=V_{\mathbf G}^*$; inversion symmetry about the origin adds $V_{-\mathbf G}=V_{\mathbf G}$, so the coefficients are real. Cubic symmetry makes all eight $\{111\}$ coefficients equal, and likewise all six $\{200\}$ coefficients. From $\mathbf q_1-\mathbf q_2=(2,0,0)$, $\mathbf q_1-\mathbf q_3=(1,1,1)$ and $\mathbf q_2-\mathbf q_3=(-1,1,1)$ follows
\begin{equation}
H=\begin{pmatrix}0&V_{200}&V_{111}\\V_{200}&0&V_{111}\\V_{111}&V_{111}&0\end{pmatrix}.
\label{H}
\end{equation}
The first-order shifts $s=E-E_0$ are its eigenvalues.

\subsection{Diagonalization}

The mirror separates odd and even combinations of the first two waves. For the odd one,
\begin{equation}
H\begin{pmatrix}1\\-1\\0\end{pmatrix}
=\begin{pmatrix}-V_{200}\\V_{200}\\V_{111}-V_{111}\end{pmatrix}
=-V_{200}\begin{pmatrix}1\\-1\\0\end{pmatrix}.
\end{equation}
The two paths into wave 3 cancel, and the shift is $-V_{200}$.

The even combination $\mathbf e=(1,1,0)/\sqrt2$ has the diagonal element $\tfrac12(V_{200}+V_{200})=V_{200}$. Its coupling to wave 3 is $(V_{111}+V_{111})/\sqrt2=\sqrt2\,V_{111}$. The remaining problem is
\begin{equation}
\det\begin{pmatrix}V_{200}-s&\sqrt2V_{111}\\\sqrt2V_{111}&-s\end{pmatrix}
=s^2-V_{200}s-2V_{111}^2=0 .
\label{quad}
\end{equation}
The answer to (a) is therefore
\begin{equation}
\boxed{\;s_{\rm odd}=-V_{200},\qquad
s_\pm=\frac{V_{200}}2\pm\frac12\sqrt{V_{200}^2+8V_{111}^2}\;}
\label{result}
\end{equation}

The sum of the squared shifts exposes the earlier error. It must equal the sum of the squares of all matrix elements, which is $2V_{200}^2+4V_{111}^2$ for \eqref{H}. Equation \eqref{result} gives $V_{200}^2+\tfrac12V_{200}^2+\tfrac12(V_{200}^2+8V_{111}^2)$, the same. Equation \eqref{wrong} gives $2V_{200}^2+2V_{111}^2$.

\subsection{States, order and limits}

For $V_{111}\neq0$ write an even eigenvector as $(1,1,x)$. The first row of $Hc=sc$ reads $V_{200}+V_{111}x=s$, so
\begin{equation}
x=\frac{s-V_{200}}{V_{111}},\qquad
w_3=\frac{x^2}{2+x^2},
\end{equation}
where $w_3$ is the weight of wave 3. The third row, $2V_{111}=sx$, then repeats \eqref{quad}.

To place the odd level, insert $s=-V_{200}$ into the quadratic of \eqref{quad}:
\begin{equation}
V_{200}^2+V_{200}^2-2V_{111}^2=2\,(V_{200}^2-V_{111}^2).
\end{equation}
The quadratic is negative between its roots. Hence the odd level is in the middle if $|V_{200}|<|V_{111}|$. If $|V_{200}|>|V_{111}|$ it lies outside the even pair, whose midpoint is $V_{200}/2$: below the pair for $V_{200}>0$, above it for $V_{200}<0$. At $|V_{200}|=|V_{111}|$ it meets an even level; for $V_{200}=|V_{111}|=V$ the shifts are $-V,-V,2V$.

For $V_{111}=0$ the shifts are $\pm V_{200}$ and 0. For $V_{200}=0$ they are 0 and $\pm\sqrt2\,V_{111}$, whereas \eqref{wrong} would give $\pm V_{111}$.

The sign of $V_{111}$ has no effect on the energies, although it changes the density of the even states at the atoms. Moving the origin by $(a/2,0,0)$ multiplies $V_{\mathbf G}$ by $e^{i\pi h}$, which reverses $V_{111}$ and leaves $V_{200}$ alone, while the energies cannot depend on the origin. The sign of $V_{200}$ does matter if $V_{111}\neq0$. Changing the phases of the three waves leaves the product $H_{12}H_{23}H_{31}=V_{200}V_{111}^2$ unchanged, so no such change can reverse it. The wrong spectrum \eqref{wrong} is blind to this sign.

\subsection{What the shifts mean}

All three waves have the same kinetic energy, so each first-order shift is the mean potential energy of its state. The odd state is proportional to
\begin{equation}
e^{i\pi(y+z)/(2a)}\sin\frac{2\pi x}{a}.
\end{equation}
Every atom of the fcc lattice has $x$ equal to a multiple of $a/2$, so this state vanishes at every atom. Its density relative to the mean is $2\sin^2(2\pi x/a)=1-\cos(4\pi x/a)$. The potential contains the term $2V_{200}\cos(4\pi x/a)$, and the average of the product is $-V_{200}$, as found. A positive $V_{200}$ lowers the state that keeps away from the planes of atoms.

\section{Numbers in the regime of aluminium}

The parameters in (c) are rough values of the size used for aluminium. The energy unit is $\varepsilon=9.170$ eV, so $E_0=1.125\times9.170=10.316$ eV. The square root is
\begin{equation}
\sqrt{0.75^2+8\times0.25^2}\ \text{eV}=\sqrt{1.0625}\ \text{eV}=1.031\ \text{eV},
\end{equation}
and the shifts are
\begin{align}
s_{\rm odd}&=-0.750\ \text{eV},\\
s_-&=\tfrac12(0.750-1.031)=-0.140\ \text{eV},\\
s_+&=\tfrac12(0.750+1.031)=0.890\ \text{eV}.
\end{align}
The levels lie at 9.57, 10.18 and 11.21 eV, separated by 0.61 and 1.03 eV. The wrong solution would give shifts of 0 and $\pm\sqrt{0.625}=\pm0.79$ eV: two equal gaps of 0.79 eV, the lower one 30\% too large and the upper one 23\% too small relative to \eqref{result}.

For the lower even state $x=(-0.140-0.750)/0.25=-3.56$ and $w_3=0.86$; for the upper one $x=0.56$ and $w_3=0.14$. At an atom all three waves of an even state add with the amplitudes $1,1,x$, so the density there, relative to the mean, is $(2+x)^2/(2+x^2)$. This is 0.17 for the lower even state and 2.83 for the upper one, against zero for the odd state. In this example the levels rise in the order of the density at the ions, where the model potential is positive: $8V_{111}+6V_{200}=6.5$ eV. The densities themselves are three-wave values. In the full plane-wave calculation described below, those of the even states become 0.14 and 1.75, in the same order.

With three valence electrons per atom the free-electron Fermi energy is 11.65 eV. On that estimate all three levels at U are occupied, the highest by a margin of about 0.4 eV. The potential also moves the Fermi energy, which is not computed here.

\section{What the three waves leave out}

\subsection{The outer waves}

Let $n$ label a wave outside the set, with kinetic energy $E_n$. To leading order its amplitude follows from
\begin{equation}
(E_n-E)\,c_n+\sum_jV_{nj}c_j=0
\quad\Rightarrow\quad
c_n=\sum_j\frac{V_{nj}c_j}{E_0-E_n},
\end{equation}
where $E$ has been replaced by $E_0$. Putting $c_n$ back into the equations of the three waves gives
\begin{equation}
H^{(2)}_{ij}=V_{ij}+\sum_n\frac{V_{in}V_{nj}}{E_0-E_n}.
\label{fold}
\end{equation}
Every outer wave lies higher, so all denominators are negative and the added term lowers all three levels or leaves them unchanged.

For the odd state the sum can be done by hand. Outer waves with $q_x=0$ are reached from $\mathbf q_1$ and $\mathbf q_2$ with opposite signs and drop out. The others fall into mirror pairs, and it suffices to list the partners of $\mathbf q_1$. Through $V_{200}$ these are $(1,-\tfrac74,\tfrac14)$ and $(1,\tfrac14,-\tfrac74)$ at height $3\varepsilon$ above $E_0$, the two with $\tfrac94$ in place of $-\tfrac74$ at $5\varepsilon$, and $(3,\tfrac14,\tfrac14)$ at $8\varepsilon$. Through $V_{111}$ they are $(2,-\tfrac34,-\tfrac34)$ at $4\varepsilon$, two waves with one $-\tfrac34$ replaced by $\tfrac54$ at $5\varepsilon$, and $(2,\tfrac54,\tfrac54)$ at $6\varepsilon$. Hence
\begin{align}
\Delta s_{\rm odd}&=-\frac1\varepsilon\left[V_{200}^2\left(\tfrac23+\tfrac25+\tfrac18\right)+V_{111}^2\left(\tfrac14+\tfrac25+\tfrac16\right)\right]\nonumber\\
&=-\frac{0.5625\times1.1917+0.0625\times0.8167}{9.170}\ \text{eV}=-0.079\ \text{eV}.
\end{align}
The odd level moves to $-0.829$ eV, which is also what numerical diagonalization of \eqref{fold} gives.

Diagonalizing the full plane-wave problem with the same two coefficients gives shifts of $-0.828$, $-0.262$ and $0.721$ eV. Raising the cutoff on $q^2$ from 30 to 45 changes them by less than $10^{-9}$ eV. The three-wave levels are thus too high by 0.08, 0.12 and 0.17 eV. For the lower even level this correction is almost as large as the first-order shift itself, which is small because the two terms of $s_-$, $0.375$ and $-0.515$ eV, partly cancel. The gaps suffer less, since all levels move down together: they become 0.57 and 0.98 eV, lower than the three-wave values by 7\% and 5\%.

The orders of the errors were tested by reducing both coefficients to a tenth and then to a twentieth of their values. Between these two cases the largest error of \eqref{result} falls by a factor 3.99 and that of \eqref{fold} by 8.17, close to the 4 and 8 expected of second- and third-order errors.

\subsection{Other effects in a real metal}

Aluminium is fcc with three valence electrons per atom, and the chosen $a$ is close to its lattice constant. The corrections found above treat $V_{111}$ and $V_{200}$ as true Fourier coefficients; values obtained by fitting a few-wave model to measured Fermi surfaces already absorb part of the effect of the outer waves, and the corrections must not be added to them a second time. The potential of the metal also has further Fourier coefficients. They do not connect the three waves and so act only through the outer ones. Trial values $|V_{220}|=|V_{311}|=0.3$ eV, with all choices of sign, move a level of the full calculation by up to about 0.11 eV.

Lattice vibration weakens the mean potential. For a Gaussian displacement with mean square $\langle u^2\rangle$ along each axis, averaging $e^{-i\mathbf G\cdot\mathbf u}$ multiplies $V_{\mathbf G}$ by $e^{-G^2\langle u^2\rangle/2}$. A Debye model at 300 K with a rough Debye temperature of 400 K gives $\langle u^2\rangle\approx1.1\times10^2$ pm$^2$ and factors 0.96 for $V_{111}$ and 0.95 for $V_{200}$. These factors refer to a rigid lattice: about a third of $\langle u^2\rangle$, 34 pm$^2$, is zero-point motion and remains at 0 K. With $a$ held fixed, and relative to the rigid lattice, this changes the three-wave shifts, from the lowest to the highest, by $+0.037$, $+0.004$ and $-0.041$ eV. In the full plane-wave calculation the changes are $+0.045$, $+0.017$ and $-0.027$ eV, because the lowering by the outer waves weakens as well. Second-order scattering by phonons, which also shifts the levels, is not included. The thermal energy, 0.026 eV, is small against both gaps.

A real pseudopotential is also nonlocal. If it is a sum of spherical ionic terms, its diagonal elements depend only on $|\mathbf q|$ and are equal for the three waves. The mirror still makes the two couplings to wave 3 equal, so \eqref{result} keeps its form apart from a common shift, with the actual matrix elements in place of $V_{200}$ and $V_{111}$. Symmetry alone, however, does not relate wave 3 to the other two, so a nonlocal part that is not spherical about each ion may give it a diagonal element that differs from theirs by some $\delta$. The odd level is not affected by this difference, and to first order in $\delta$ the even levels move by $w_3\delta$. A difference of 0.1 eV, for instance, would raise the lower one by 0.09 eV and the upper one by 0.01 eV. The actual $\delta$ and the spin-orbit coupling have not been computed.

\section{Without an inversion centre}

Let the symmetry be lowered to tetrahedral, as when a second kind of atom occupies one set of tetrahedral sites. The twofold axes still make $V_{200}$ real, but $V_{111}$ becomes complex, $v=V_{111}+iV_a$, and coefficients whose indices have a negative product $hkl$ equal $v^*$. Then $H_{13}=v$, $H_{23}=v^*$ and $H_{31}=v^*$. For a Hermitian matrix with zero diagonal,
\begin{equation}
\det(s-H)=s^3-(V_{200}^2+2|v|^2)\,s-2\,\mathrm{Re}(H_{12}H_{23}H_{31}),
\end{equation}
where the last real part is $V_{200}(V_{111}^2-V_a^2)$. At $s=-V_{200}$ the cubic terms cancel, leaving
\begin{equation}
2V_{200}(V_{111}^2+V_a^2)-2V_{200}(V_{111}^2-V_a^2)=4V_{200}V_a^2 .
\end{equation}
Unless $V_{200}$ or $V_a$ vanishes, $-V_{200}$ is no longer a level: the mirror $x\to-x$ that isolated the odd state has been lost. With $V_a=0.20$ eV and the other coefficients unchanged, the three shifts are $-0.853$, $-0.044$ and $0.897$ eV. The answer to (d) is that \eqref{result} does not survive in general. It does survive if all rotations of the cube about an atom remain symmetries and only the inversion and the mirrors are lost: a twofold axis along $[1\bar10]$ then turns $(1,1,1)$ into its negative, so $V_{111}$ stays real and the matrix \eqref{H} is unchanged. The numerical output below lists the main values, though not every number quoted in the text.

\section*{Calculated quantities}
\begin{verbatim}
lattice constant a = 0.405 nm (rough)
V111 = 0.25 eV, V200 = 0.75 eV (rough)
unit (hbar^2/2m)(2pi/a)^2 = 9.170 eV
q^2 of three waves = 1.125, next = 2.125 (2pi/a)^2
free-electron level E0 at U = 10.316 eV
free-electron Fermi energy = 11.652 eV
square root sqrt(V200^2+8V111^2) = 1.0308 eV
odd: shift = -0.7500 eV, level = 9.566 eV
  weight of wave 3 = 0.000, density at ion / mean = 0.000
lower even: shift = -0.1404 eV, level = 10.176 eV
  weight of wave 3 = 0.864, density at ion / mean = 0.166
upper even: shift = 0.8904 eV, level = 11.207 eV
  weight of wave 3 = 0.136, density at ion / mean = 2.834
x in (1,1,x): lower even -3.562, upper even 0.562
gaps, three waves = 0.610, 1.031 eV
no inversion, Va = 0.20 eV: levels = -0.8532, -0.0441, 0.8973 eV
full plane-wave shifts = -0.8277, -0.2624, 0.7214 eV
folded second-order shifts = -0.8287, -0.2628, 0.7178 eV
full minus three-wave = -0.0777, -0.1221, -0.1690 eV
gaps, full = 0.565, 0.984 eV
change on raising cutoff 30 -> 45 (2pi/a)^2 = 4.2e-10 eV
error ratio on halving V: first order 3.99, folded 8.17
largest change from |V220| = |V311| = 0.3 eV: 0.112 eV
T = 300 K, Debye temperature = 400 K (rough), mass = 27 u
mean square displacement per axis = 106.0 pm^2
Debye-Waller factors: 111 0.9625, 200 0.9503
vibration changes shifts by 0.0373, 0.0040, -0.0413 eV
thermal energy kT = 0.0259 eV
\end{verbatim}
